# Oscillator strengths above one per electron from excited states: verification in Python

```python
"""
Result under test: signed oscillator strengths from a stationary state sum to
the electron number N. Ground-state lines therefore obey f <= N, but emission
terms (f < 0) allow f > N from excited states. In a harmonic well,
f(n -> n+1) = n+1 and f(n -> n-1) = -n.
Symbols: omega = well frequency, x = position, f = 2*(E_k-E_n)*|x_kn|^2 in one
dimension; for atoms f = (2/3)*(E_k-E_n)*|r_kn|^2, summed over final and
averaged over initial magnetic substates. Hartree atomic units throughout.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.special import roots_laguerre, eval_genlaguerre, gammaln
from sympy import pi
from sympy.physics.wigner import gaunt


def grid_and_kinetic(half_width, spacing):
    """Uniform grid and the sinc-function kinetic energy matrix."""
    m = int(round(half_width / spacing))
    index = np.arange(-m, m + 1)
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 6,
                       (-1.0)**np.abs(diff) / safe**2) / spacing**2
    return index * spacing, kinetic


# ---------- one electron in a harmonic well ----------
omega = 0.5
x, kinetic = grid_and_kinetic(16.0, 0.3)
energy, states = eigh(kinetic + np.diag(0.5 * omega**2 * x**2))
x_matrix = states.T @ (x[:, None] * states)
strength = 2 * (energy[None, :] - energy[:, None]) * x_matrix**2

print(f"Oscillator frequency omega = {omega:.3f} hartree")
print("Oscillator: n, f(n->n+1), f(n->n-1), sum over all k (dimensionless)")
for n in range(6):
    up = strength[n, n + 1]
    down = strength[n, n - 1] if n > 0 else 0.0
    total = strength[n].sum()
    assert abs(up - (n + 1)) < 1e-7
    assert abs(down + n) < 1e-7
    assert abs(total - 1) < 1e-7
    others = np.delete(strength[n], [k for k in (n - 1, n + 1) if k >= 0])
    assert np.max(np.abs(others)) < 1e-7
    print(f"  {n}  {up:.6f}  {down:.6f}  {total:.6f}")

# ---------- weak resonant field, solved in time ----------
field = 2e-4
periods, steps_per_period = 10, 200
duration = periods * 2 * np.pi / omega
dt = duration / (periods * steps_per_period)
kept = 30
levels = energy[:kept]
x_values, x_vectors = eigh(x_matrix[:kept, :kept])
half_phase = np.exp(-0.5j * levels * dt)[:, None]
starts = [0, 3]
amplitude = np.zeros((kept, len(starts)), complex)
for column, n in enumerate(starts):
    amplitude[n, column] = 1
for step in range(periods * steps_per_period):
    force = field * np.cos(omega * (step + 0.5) * dt)
    amplitude = half_phase * amplitude
    amplitude = x_vectors.T @ amplitude
    amplitude = np.exp(-1j * force * x_values * dt)[:, None] * amplitude
    amplitude = half_phase * (x_vectors @ amplitude)
probability = np.abs(amplitude)**2

print(f"Drive amplitude F = {field:.1e} a.u. of field")
print(f"Drive duration T = {duration:.4f} a.u. of time ({periods} periods)")
predicted_gain = field**2 * duration**2 / 8
unit_probability = (field * duration / 2)**2 / (2 * omega)
for column, n in enumerate(starts):
    p_up = probability[n + 1, column]
    p_down = probability[n - 1, column] if n > 0 else 0.0
    gain = np.sum(probability[:, column] * (levels - levels[n]))
    assert abs(p_up / unit_probability - (n + 1)) < 0.005 * (n + 1)
    assert abs(p_down / unit_probability - n) < 0.005 * (n + 1)
    assert abs(gain / predicted_gain - 1) < 1e-3
    print(f"Driven n={n}: P_up = {p_up:.4e}, P_down = {p_down:.4e}")
    print(f"  mean energy gain = {gain:.4e} hartree")
print(f"Predicted gain F^2 T^2/8 = {predicted_gain:.4e} hartree")


# ---------- hydrogen, continuum represented by a finite basis ----------
def radial_channel(l, decay, size=40):
    """Hydrogen radial states for angular momentum l in a Laguerre basis."""
    node, weight = roots_laguerre(70)
    r = node / (2 * decay)
    k = np.arange(size)[:, None]
    order = 2 * l + 2
    norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + order + 1)))
    poly = eval_genlaguerre(k, order, node[None, :])
    slope = np.where(k > 0, -eval_genlaguerre(np.maximum(k - 1, 0),
                                             order + 1, node[None, :]), 0.0)
    common = norm * np.sqrt(weight) * node**l
    u = common * node * poly
    du = 2 * decay * common * ((l + 1 - node / 2) * poly + node * slope)
    potential = l * (l + 1) / (2 * r**2) - 1 / r
    hamiltonian = 0.5 * du @ du.T + (u * potential) @ u.T
    e, c = eigh(hamiltonian, u @ u.T)
    return e, c.T @ u, r


def angular_weight(l, l_final):
    """Squared unit-vector matrix elements from m=0, summed over final m."""
    return float(sum(4 * pi / 3 * gaunt(l_final, 1, l, -q, q, 0)**2
                     for q in (-1, 0, 1)))


letters = "spdf"
lines = {}
summary = {}
for l in range(3):
    n = l + 1
    e_start, u_start, r = radial_channel(l, 1 / n)
    assert abs(e_start[0] + 0.5 / n**2) < 1e-9
    all_f = []
    for l_final in (l - 1, l + 1):
        if l_final < 0:
            continue
        angular = angular_weight(l, l_final)
        assert abs(angular - max(l, l_final) / (2 * l + 1)) < 1e-12
        e_final, u_final, _ = radial_channel(l_final, 1 / n)
        radial = u_final @ (r * u_start[0])
        gap = e_final - e_start[0]
        f = 2 / 3 * gap * angular * radial**2
        all_f.extend(f)
        for j in range(3):
            name = f"{n}{letters[l]}->{l_final + 1 + j}{letters[l_final]}"
            lines[name] = (gap[j], radial[j]**2, f[j])
    all_f = np.array(all_f)
    absorbed = all_f[all_f > 0].sum()
    emitted = all_f[all_f < 0].sum()
    summary[l] = (all_f.max(), absorbed, emitted, all_f.sum())
    assert abs(all_f.sum() - 1) < 1e-7

print("Hydrogen: state, largest f, absorption, emission, total sum")
for l, (largest, absorbed, emitted, total) in summary.items():
    emitted = emitted if abs(emitted) > 1e-9 else 0.0
    print(f"  {l + 1}{letters[l]}  {largest:.5f}  {absorbed:.5f}"
          f"  {emitted:.5f}  {total:.5f}")
print("Hydrogen: line, gap (hartree), R^2 (bohr^2), f")
for name in ("1s->2p", "2p->1s", "2p->3d", "3d->2p", "3d->4f"):
    gap, radial_square, f = lines[name]
    print(f"  {name}  {gap:.6f}  {radial_square:.4f}  {f:.5f}")

closed_4f = 56 * (12 / 7)**18 * (2 / 3)**7 * (1 / 2)**9
closed_2p = 30 * (6 / 5)**14 * (2 / 3)**7
assert abs(lines["3d->4f"][1] / closed_4f - 1) < 1e-7
assert abs(lines["3d->2p"][1] / closed_2p - 1) < 1e-7
assert summary[0][2] > -1e-9 and summary[0][0] < 1
assert lines["3d->4f"][2] > 1
assert abs(summary[2][0] - lines["3d->4f"][2]) < 1e-9
assert lines["2p->1s"][2] < -0.01 and summary[1][0] < 1
assert abs(5 * lines["3d->2p"][2] + 3 * lines["2p->3d"][2]) < 1e-7
assert abs(3 * lines["2p->1s"][2] + lines["1s->2p"][2]) < 1e-7

# ---------- two repelling electrons in the same harmonic well ----------
y, kinetic = grid_and_kinetic(9.0, 0.6)
identity = np.eye(len(y))
y1, y2 = np.meshgrid(y, y, indexing="ij")
trap = 0.5 * omega**2 * (y1**2 + y2**2)
repulsion = 1 / np.sqrt((y1 - y2)**2 + 1)
pair_hamiltonian = (np.kron(kinetic, identity) + np.kron(identity, kinetic)
                    + np.diag((trap + repulsion).ravel()))
pair_energy, pair_states = eigh(pair_hamiltonian)
ground = pair_states[:, 0]
dipole = pair_states.T @ ((y1 + y2).ravel() * ground)
pair_f = 2 * (pair_energy - pair_energy[0]) * dipole**2
strongest = int(np.argmax(pair_f))
pair_gap = pair_energy[strongest] - pair_energy[0]
mean_repulsion = np.sum(ground**2 * repulsion.ravel())
assert mean_repulsion > 0.1
assert abs(pair_f[strongest] - 2) < 1e-3
assert abs(pair_gap - omega) < 1e-3
assert abs(pair_f.sum() - 2) < 1e-3
assert pair_f.min() > -1e-9
print(f"Two electrons: ground energy = {pair_energy[0]:.4f} hartree")
print(f"Two electrons: mean repulsion = {mean_repulsion:.4f} hartree")
print(f"Two electrons: strongest line at {pair_gap:.4f} hartree")
print(f"Two electrons: its f = {pair_f[strongest]:.4f}")
print(f"Two electrons: f per electron = {pair_f[strongest] / 2:.4f}")
print(f"Two electrons: sum of all f = {pair_f.sum():.4f}")
print("verified")
```

Running it gives:

```
Oscillator frequency omega = 0.500 hartree
Oscillator: n, f(n->n+1), f(n->n-1), sum over all k (dimensionless)
  0  1.000000  0.000000  1.000000
  1  2.000000  -1.000000  1.000000
  2  3.000000  -2.000000  1.000000
  3  4.000000  -3.000000  1.000000
  4  5.000000  -4.000000  1.000000
  5  6.000000  -5.000000  1.000000
Drive amplitude F = 2.0e-04 a.u. of field
Drive duration T = 125.6637 a.u. of time (10 periods)
Driven n=0: P_up = 1.5789e-04, P_down = 0.0000e+00
  mean energy gain = 7.8957e-05 hartree
Driven n=3: P_up = 6.3126e-04, P_down = 4.7352e-04
  mean energy gain = 7.8957e-05 hartree
Predicted gain F^2 T^2/8 = 7.8957e-05 hartree
Hydrogen: state, largest f, absorption, emission, total sum
  1s  0.41620  1.00000  0.00000  1.00000
  2p  0.69578  1.13873  -0.13873  1.00000
  3d  1.01752  1.41747  -0.41747  1.00000
Hydrogen: line, gap (hartree), R^2 (bohr^2), f
  1s->2p  0.375000  1.6648  0.41620
  2p->1s  -0.375000  1.6648  -0.13873
  2p->3d  0.069444  22.5434  0.69578
  3d->2p  -0.069444  22.5434  -0.41747
  3d->4f  0.024306  104.6591  1.01752
Two electrons: ground energy = 1.1597 hartree
Two electrons: mean repulsion = 0.6063 hartree
Two electrons: strongest line at 0.5000 hartree
Two electrons: its f = 2.0000
Two electrons: f per electron = 1.0000
Two electrons: sum of all f = 2.0000
verified
```
